# Why tunnel magnetoresistance oscillates with the thickness of a nonmagnetic spacer: test program

```python
"""
Magnetoresistance of ferromagnet / spacer (d) / barrier (t) / ferromagnet.
Result under test: at fixed in-plane wavevector the magnetoresistance has
period pi/k in d, k being the normal wavevector in the spacer. For a thick
barrier the contrast C = (G_P - G_AP)/(G_P + G_AP) equals P1(d)*P2, where
  P1 = P0 (w_eff^2 - wu wd)/(w_eff^2 + wu wd),  w_eff = wk tan(delta - k d),
  P0 = (wu - wd)/(wu + wd),  tan(delta) = wkappa/wk.
Symbols: qu, qd = majority/minority wavevectors; kappa = barrier decay rate;
w = wavevector/(mass ratio); s = squared in-plane wavevector.
Lengths in nm, wavevectors in 1/nm, energies in eV.
"""
import numpy as np
from scipy import constants as const

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
spacer_depth, barrier_height, mass_b = 7.0, 2.0, 0.4
qu, qd = 11.0, 4.0
t_bar, layer = 2.0, 0.18
k0 = np.sqrt(spacer_depth / HB2M)
kappa0 = np.sqrt(mass_b * barrier_height / HB2M)
period0 = np.pi / k0


def t_matching(q_in, q_out, k, kappa, d, t):
    """Transmission from the six matching equations, any barrier thickness."""
    q_in, q_out, k, kappa, d, t = np.broadcast_arrays(
        q_in, q_out, k, kappa, d, t)
    wb = kappa / mass_b
    e = np.exp(1j * k * d)
    g = np.exp(-kappa * t)
    m = np.zeros(k.shape + (6, 6), complex)
    rhs = np.zeros(k.shape + (6, 1), complex)
    # unknowns: reflected, spacer right/left, barrier decaying/growing, out
    m[..., 0, 0], m[..., 0, 1], m[..., 0, 2] = -1, 1, 1
    rhs[..., 0, 0] = 1
    m[..., 1, 0], m[..., 1, 1], m[..., 1, 2] = q_in, k, -k
    rhs[..., 1, 0] = q_in
    m[..., 2, 1], m[..., 2, 2], m[..., 2, 3], m[..., 2, 4] = e, 1 / e, -1, -g
    m[..., 3, 1], m[..., 3, 2] = 1j * k * e, -1j * k / e
    m[..., 3, 3], m[..., 3, 4] = wb, -wb * g
    m[..., 4, 3], m[..., 4, 4], m[..., 4, 5] = g, 1, -1
    m[..., 5, 3], m[..., 5, 4], m[..., 5, 5] = -wb * g, wb, -1j * q_out
    out = np.linalg.solve(m, rhs)[..., 5, 0]
    return q_out / q_in * np.abs(out)**2


def t_thick(q_in, q_out, k, kappa, d, t):
    """Factorized transmission for a thick barrier."""
    wb = kappa / mass_b
    u = np.cos(k * d) + wb / k * np.sin(k * d)
    slope = k * np.sin(k * d) - wb * np.cos(k * d)
    left = q_in * wb / (q_in**2 * u**2 + slope**2)
    right = q_out * wb / (q_out**2 + wb**2)
    return 16 * left * right * np.exp(-2 * kappa * t)


def pair(trans, s, d, t):
    """Parallel and antiparallel transmission sums at squared k-parallel s."""
    k, kappa = np.sqrt(k0**2 - s), np.sqrt(kappa0**2 + s)
    is_open = [np.where(q**2 > s, 1.0, 0.0) for q in (qu, qd)]
    q = [np.sqrt(np.where(x**2 > s, x**2 - s, 1.0)) for x in (qu, qd)]

    def one(i, j):
        return is_open[i] * is_open[j] * trans(q[i], q[j], k, kappa, d, t)
    return one(0, 0) + one(1, 1), one(0, 1) + one(1, 0)


def contrast(gp, gap):
    return (gp - gap) / (gp + gap)


def summed(trans, d, t, n=60):
    """Conductance per area in (e^2/h)/nm^2, summed over k-parallel."""
    top = 40 * kappa0 / t
    edges = [0.0, min(top, qd**2)]
    if top > qd**2:
        edges.append(min(top, qu**2))
    x, w = np.polynomial.legendre.leggauss(n)
    s = np.concatenate([(b - a) / 2 * x + (a + b) / 2
                        for a, b in zip(edges[:-1], edges[1:])])
    ws = np.concatenate([(b - a) / 2 * w
                         for a, b in zip(edges[:-1], edges[1:])])
    gp, gap = pair(trans, s[None, :], np.asarray(d)[:, None], t)
    return gp @ ws / (4 * np.pi), gap @ ws / (4 * np.pi)


def upward_zeros(x, y):
    i = np.where((y[:-1] < 0) & (y[1:] >= 0))[0]
    return x[i] - y[i] * (x[i + 1] - x[i]) / (y[i + 1] - y[i])


# --- period at fixed k-parallel, read off the matching solution -------------
d_fine = np.linspace(0, 3, 6001)
for s_test in (0.0, 6.0):
    c = contrast(*pair(t_matching, s_test, d_fine, t_bar))
    gaps = np.diff(upward_zeros(d_fine, c))
    assert len(gaps) > 5
    assert np.allclose(gaps, np.pi / np.sqrt(k0**2 - s_test), rtol=1e-4)
    if s_test == 0.0:
        period_seen, c_normal = gaps.mean(), c
# a thin barrier keeps the period but breaks the factorized formula
d_test = np.linspace(0, period0, 64, endpoint=False)
thin = 0.1
c_thin = contrast(*pair(t_matching, 0.0, d_test, thin))
c_next = contrast(*pair(t_matching, 0.0, d_test + period0, thin))
assert np.allclose(c_thin, c_next, atol=1e-10)
assert np.ptp(c_thin) > 0.01
thin_error = np.max(np.abs(
    c_thin - contrast(*pair(t_thick, 0.0, d_test, thin))))
assert thin_error > 0.02

# --- factorization and the two forms of the polarization -------------------
for q_in in (qu, qd):
    for q_out in (qu, qd):
        assert np.allclose(
            t_matching(q_in, q_out, k0, kappa0, d_test, t_bar),
            t_thick(q_in, q_out, k0, kappa0, d_test, t_bar),
            rtol=1e-5, atol=0)
wb0 = kappa0 / mass_b
delta = np.arctan(wb0 / k0)
P0 = (qu - qd) / (qu + qd)
P2 = P0 * (wb0**2 - qu * qd) / (wb0**2 + qu * qd)
w_eff = k0 * np.tan(delta - k0 * d_test)
P1_tan = P0 * (w_eff**2 - qu * qd) / (w_eff**2 + qu * qd)
s_mix = (k0**2 - qu * qd) / (k0**2 + qu * qd)
cos_th = np.cos(2 * k0 * d_test - 2 * delta)
P1_cos = P0 * (s_mix - cos_th) / (1 - s_mix * cos_th)
c_solved = contrast(*pair(t_matching, 0.0, d_test, t_bar))
assert np.allclose(c_solved, P1_tan * P2, atol=1e-6)
assert np.allclose(c_solved, P1_cos * P2, atol=1e-6)
assert abs(c_normal.max() - abs(P0 * P2)) < 1e-4
assert abs(c_normal.min() + abs(P0 * P2)) < 1e-4

# --- echo form, thickness average, matched spin, blocked spin --------------
r_up, r_dn = (k0 - qu) / (k0 + qu), (k0 - qd) / (k0 + qd)
t_metal = t_matching(k0, qu, k0, kappa0, d_test, t_bar)   # spacer as lead
for q_in, r in ((qu, r_up), (qd, r_dn)):
    t_spin = t_matching(q_in, qu, k0, kappa0, d_test, t_bar)
    echo = (1 - r**2) / (1 + r**2 - 2 * r * cos_th)
    assert np.allclose(t_spin / t_metal, echo, rtol=1e-5)
    assert abs(t_spin.mean() / t_metal.mean() - 1) < 1e-5
assert np.ptp(t_metal) / t_metal.mean() < 1e-5     # no mismatch, no echo
gp, gap = pair(t_matching, 0.0, d_test, t_bar)
assert abs(gp.mean() / gap.mean() - 1) < 1e-5
# only majority enters from the spacer side: G oscillates, the ratio does not
only_p = t_matching(qu, qu, k0, kappa0, d_test, t_bar)
only_ap = t_matching(qu, qd, k0, kappa0, d_test, t_bar)
assert only_p.max() / only_p.min() > 1.3
assert np.ptp(contrast(only_p, only_ap)) < 1e-5

# --- sum over k-parallel: limit law for growing barrier thickness ----------


def limit_law(d, t):
    length = k0 * t / kappa0
    n = np.arange(1, 61)[:, None]
    wave = np.exp(1j * n * (2 * k0 * d - 2 * delta)) / (1 + 1j * n * d / length)
    odd = np.sum((r_up**n - r_dn**n) * wave, axis=0).real
    even = np.sum((r_up**n + r_dn**n) * wave, axis=0).real
    return P2 * odd / (1 + even)


errors = []
for t in (4.0, 16.0, 64.0):
    d = 0.5 * k0 * t / kappa0 + np.linspace(0, period0, 41)
    c = contrast(*summed(t_thick, d, t, n=120))
    errors.append(np.max(np.abs(c - limit_law(d, t))) / abs(P0 * P2))
assert errors[0] > 2.5 * errors[1] > 2.5**2 * errors[2]
assert errors[2] < 0.02

# --- the example junction, summed over k-parallel --------------------------
L = k0 * t_bar / kappa0
d_sum = np.linspace(0, 4, 401)
gp_sum, gap_sum = summed(t_matching, d_sum, t_bar)
c_sum = contrast(gp_sum, gap_sum)
c_coarse = contrast(*summed(t_matching, d_sum[::40], t_bar, n=40))
assert np.allclose(c_sum[::40], c_coarse, atol=1e-5)
period_sum = np.diff(upward_zeros(d_sum, c_sum)).mean()
# 2 %: the dephasing slowly shifts the phase of the summed signal
assert abs(period_sum / period0 - 1) < 0.02
swing_first = np.ptp(c_sum[d_sum <= period0])
swing_last = np.ptp(c_sum[d_sum >= 4 - period0])
assert swing_last < swing_first


def folded(k):
    g = np.pi / layer
    return np.pi / abs(k - g * np.round(k / g))


n_layers = np.arange(41)
gp_lay, gap_lay = summed(t_matching, n_layers * layer, t_bar)
c_lay = contrast(gp_lay, gap_lay)
tmr_lay = 100 * (gp_lay / gap_lay - 1)
trial = np.linspace(0.4, 3.0, 2601)
power = np.abs(np.exp(-2j * np.pi * np.outer(1 / trial, n_layers * layer))
               @ (c_lay - c_lay.mean()))
period_lay = trial[np.argmax(power)]
# 6 %: the same phase shift weighs more on the slower, folded oscillation
assert abs(period_lay / folded(k0) - 1) < 0.06
ra = const.h / const.e**2 / gp_lay * 1e-6          # ohm um^2

# --- sizes of neglected effects at one spacer thickness --------------------
d_ref, temp, bias, free_path = 2.0, 300.0, 0.01, 10.0
kT = const.k * temp / const.e
x, w = np.polynomial.legendre.leggauss(200)
energy = 20 * kT * x
k_energy = np.sqrt(k0**2 + energy / HB2M)
minus_df = 1 / (4 * kT * np.cosh(energy / (2 * kT))**2)
thermal = abs(np.sum(20 * kT * w * minus_df * np.exp(2j * k_energy * d_ref)))
arg = 2 * np.pi * kT * d_ref / (2 * HB2M * k0)
assert abs(thermal - arg / np.sinh(arg)) < 0.01
k_bias = np.sqrt(k0**2 + bias * (x + 1) / 2 / HB2M)
bias_factor = abs(np.sum(w / 2 * np.exp(2j * k_bias * d_ref)))
# half of the area one layer thicker: first harmonic of the averaged signal
diff = gp - gap
gp_up, gap_up = pair(t_matching, 0.0, d_test + layer, t_bar)
rough = abs(np.fft.fft((diff + gp_up - gap_up) / 2)[1] / np.fft.fft(diff)[1])
assert abs(rough - abs(np.cos(k0 * layer))) < 1e-4
scatter = np.exp(-d_ref / free_path)
k_side = 9.0
side = np.exp(-2 * (np.sqrt(kappa0**2 + k_side**2) - kappa0) * t_bar)

# --- printed numbers -------------------------------------------------------
print(f"spacer band depth {spacer_depth:.1f} eV, k0 = {k0:.3f} 1/nm")
print(f"ferromagnet q_up = {qu:.1f}, q_down = {qd:.1f} 1/nm")
print(f"ferromagnet band depths up, down: {HB2M*qu**2:.2f}, "
      f"{HB2M*qd**2:.2f} eV")
print(f"barrier {barrier_height:.1f} eV, {t_bar:.1f} nm, mass ratio {mass_b}")
print(f"barrier kappa0 = {kappa0:.3f} 1/nm, w_kappa = {wb0:.2f} 1/nm")
print(f"exp(-2 kappa0 t) = {np.exp(-2*kappa0*t_bar):.2e}")
print(f"delta = {delta:.4f} rad, s = {s_mix:.4f}")
print(f"reflection r_up = {r_up:.4f}, r_down = {r_dn:.4f}")
print(f"P0 = {P0:.4f}, P2 = {P2:.4f}, P0*P2 = {P0*P2:.4f}")
print("Normal incidence only:")
print(f"  pi/k0 = {period0:.4f} nm, period from solver = {period_seen:.4f} nm")
print(f"  contrast max, min: {c_normal.max():.4f}, {c_normal.min():.4f}")
tmr_n = 200 * c_normal / (1 - c_normal)
print(f"  TMR max, min: {tmr_n.max():.1f}, {tmr_n.min():.1f} %")
print(f"  {thin} nm barrier: factorized contrast off by up to {thin_error:.3f}")
print("Summed over k-parallel:")
print(f"  dephasing length L = {L:.2f} nm")
print(f"  rms k-parallel sqrt(kappa0/t) = {np.sqrt(kappa0/t_bar):.2f} 1/nm")
print(f"  mean period, 0 to 4 nm = {period_sum:.4f} nm")
print(f"  contrast swing, first period = {swing_first:.4f}")
print(f"  contrast swing, last period before 4 nm = {swing_last:.4f}")
print("  limit-law error / (P0 P2) at d near L/2:")
print("   t = 4, 16, 64 nm: " + ", ".join(f"{e:.4f}" for e in errors))
print(f"Whole layers of {layer} nm:")
print(f"  folded period pi/|k0-pi/a| = {folded(k0):.3f} nm"
      f" = {folded(k0)/layer:.2f} layers")
print(f"  period from spectral scan = {period_lay:.3f} nm")
for first in range(0, 15, 5):
    row = ", ".join(f"{v:.1f}" for v in tmr_lay[first:first + 5])
    print(f"  TMR (%), layers {first} to {first+4}: {row}")
print(f"  parallel RA, 0 and 10 layers: {ra[0]:.2e}, {ra[10]:.2e} ohm um^2")
print(f"Neglected effects at d = {d_ref:.1f} nm (factor on first harmonic):")
print(f"  {temp:.0f} K: {thermal:.3f}")
print(f"  {1000*bias:.0f} mV bias: {bias_factor:.5f}; "
      f"barrier field {10*bias/t_bar:.3f} MV/cm")
print(f"  half the area one layer thicker: {rough:.3f}")
print(f"  scattering, mean free path {free_path:.0f} nm: {scatter:.3f}")
print(f"  folded period for k0 -5 %, +5 %: {folded(0.95*k0):.3f}, "
      f"{folded(1.05*k0):.3f} nm")
print(f"  barrier weight at k-parallel {k_side:.0f} 1/nm: {side:.1e}")
print("done: every assertion held")
```

Running it gives:

```
spacer band depth 7.0 eV, k0 = 13.555 1/nm
ferromagnet q_up = 11.0, q_down = 4.0 1/nm
ferromagnet band depths up, down: 4.61, 0.61 eV
barrier 2.0 eV, 2.0 nm, mass ratio 0.4
barrier kappa0 = 4.582 1/nm, w_kappa = 11.46 1/nm
exp(-2 kappa0 t) = 1.10e-08
delta = 0.7017 rad, s = 0.6136
reflection r_up = 0.1040, r_down = 0.5443
P0 = 0.4667, P2 = 0.2323, P0*P2 = 0.1084
Normal incidence only:
  pi/k0 = 0.2318 nm, period from solver = 0.2318 nm
  contrast max, min: 0.1084, -0.1084
  TMR max, min: 24.3, -19.6 %
  0.1 nm barrier: factorized contrast off by up to 0.141
Summed over k-parallel:
  dephasing length L = 5.92 nm
  rms k-parallel sqrt(kappa0/t) = 1.51 1/nm
  mean period, 0 to 4 nm = 0.2340 nm
  contrast swing, first period = 0.2829
  contrast swing, last period before 4 nm = 0.2002
  limit-law error / (P0 P2) at d near L/2:
   t = 4, 16, 64 nm: 0.1138, 0.0272, 0.0067
Whole layers of 0.18 nm:
  folded period pi/|k0-pi/a| = 0.806 nm = 4.48 layers
  period from spectral scan = 0.793 nm
  TMR (%), layers 0 to 4: 18.0, 33.1, 26.6, -16.8, 1.6
  TMR (%), layers 5 to 9: 30.2, 31.5, -1.2, -16.7, 23.1
  TMR (%), layers 10 to 14: 33.0, 10.8, -18.1, 9.2, 31.5
  parallel RA, 0 and 10 layers: 2.36e+06, 3.18e+06 ohm um^2
Neglected effects at d = 2.0 nm (factor on first harmonic):
  300 K: 0.984
  10 mV bias: 0.99994; barrier field 0.050 MV/cm
  half the area one layer thicker: 0.764
  scattering, mean free path 10 nm: 0.819
  folded period for k0 -5 %, +5 %: 0.686, 0.975 nm
  barrier weight at k-parallel 9 1/nm: 2.6e-10
done: every assertion held
```
